Splitting the four-point Bethe–Salpeter equation to recover Hedin's vertex and polarizability, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the four-point equation to the vertex

When light lifts an electron out of an occupied state of a molecule or an insulator, it leaves a hole behind, and the two do not move independently. Exchange and correlation couple the electron to the hole. In addition, the displaced charge sets up an electrostatic potential that acts back on all the electrons. An experiment controls the applied potential, while the electrons feel the applied potential plus the one made by their own displaced charge. One may therefore ask how the electrons respond to the applied potential, or how they respond to the total potential. The first response contains the feedback of the induced charge and the second does not. The question is how the two are related when electron and hole are followed separately, each with its own position and time, and how the second response is connected with the vertex function and the polarizability in Hedin's equations.

Let the number 1 stand for position r₁, spin and time t₁, and let ∫d1 include the spin sum. Times lie on a contour C. For a system in thermal equilibrium, C ends at its starting time minus iħ/(k_B T). The symbol T in front of field operators orders them along C, later operators to the left, with a minus sign for each exchange of two fermion operators. A superscript plus, as in 1⁺, means a time infinitesimally later on C. The bare Coulomb interaction is instantaneous:

v(1,2) = e² δ(t₁,t₂) / (4πε₀ |r₁ − r₂|).

To probe electron and hole separately we need a source U(3,4) that removes an electron at 4 and puts one back at 3. It enters through

S = exp[ −(i/ħ) ∫d3 d4 ψ†(3) U(3,4) ψ(4) ],

and the Green function in the presence of the source is

G(1,2) = −(i/ħ) ⟨T[S ψ(1) ψ†(2)]⟩ / ⟨T S⟩.

An ordinary potential u(3) is the special case U(3,4) = u(3)δ(3,4), with the creation operator placed infinitesimally later. The density follows when the creation operator stands to the left:

n(1) = ⟨ψ†(1)ψ(1)⟩ = −iħ G(1,1⁺).

The sign can be traced. Time ordering turns ψ(1)ψ†(1⁺) into −ψ†(1)ψ(1), so G(1,1⁺) = (i/ħ)n(1), and (−iħ)(i/ħ) = 1.

The equation of motion of G has four contributions. The derivative iħ∂/∂t₁ acting on the step in time ordering between ψ(1) and ψ†(2) gives iħ(−i/ħ)δ(1,2) = δ(1,2). The one-body Hamiltonian h gives h(1)G(1,2). The steps between ψ(1) and the operators ψ†(3) inside S give ∫d3 U(1,3)G(3,2). The interaction gives an average of four field operators. From this last term we separate the Hartree potential

V_H(1) = ∫d3 v(1,3) n(3) = −iħ ∫d3 v(1,3) G(3,3⁺),

and write what remains as ∫d3 Σ(1,3)G(3,2). This defines the self-energy Σ, which here contains exchange and correlation but not the Hartree potential. In operator form the equation of motion becomes Dyson's equation,

G⁻¹ = G₀⁻¹ − U − V_H − Σ,  (1)

where G₀⁻¹(1,2) = [iħ∂/∂t₁ − h(1)]δ(1,2), and V_H stands for V_H(1)δ(1,2).

One assumption carries the derivation: Σ is a differentiable functional of G at fixed v, so that the source changes Σ through G alone. If a self-consistent equation has several solutions, the derivatives below belong to one branch of solutions, followed continuously as the source is turned on. The functional may be approximate. The relations then hold among the quantities produced by that approximation, which says nothing about how close those quantities are to the exact ones.

The four-point response to the source is defined as

L(1,2;3,4) = −iħ δG(1,2)/δU(3,4).  (2)

The factor −iħ is chosen so that closing the first pair of arguments gives a change of density without a further factor. If the source is an ordinary potential as well, the result is the density response

χ(1,3) = L(1,1⁺;3⁺,3) = δn(1)/δu(3).

In both pairs the creation operator stands later. In the source pair the opposite order would change the exponent of S by a pure number, which cancels between numerator and denominator of G.

To find an equation for L, vary the identity G⁻¹G = 1. The product rule gives (δG⁻¹)G + G⁻¹δG = 0, and multiplication by G from the left gives

δG = −G (δG⁻¹) G.

By equation (1), δG⁻¹ = −δU − δV_H − δΣ, because G₀⁻¹ does not change. The two minus signs cancel:

δG = G (δU + δV_H + δΣ) G.  (3)

The source thus changes G directly and also through the changes of the Hartree potential and the self-energy that it causes. If those two changes were absent, equation (2) would give

L₀(1,2;3,4) = −iħ G(1,3) G(4,2).

This describes an electron and a hole that propagate separately. Each propagator is the full G, so the effect of the medium on each particle is included, but a change in one does not affect the other.

The indirect changes follow from the chain rule:

δ(V_H + Σ)(5,6)/δU(3,4) = ∫d7 d8 [δ(V_H + Σ)(5,6)/δG(7,8)] δG(7,8)/δU(3,4).

Definition (2), solved for the derivative of G, gives δG(7,8)/δU(3,4) = (i/ħ)L(7,8;3,4), since (i/ħ)(−iħ) = 1. Now multiply equation (3) by −iħ and divide by δU. The outer factors −iħG(1,5)G(6,2) form L₀(1,2;5,6), and the factor i/ħ stays with the derivative of the potentials. The result is the Bethe–Salpeter equation

L = L₀ + L₀ Ξ L,  (4)

Ξ(5,6;7,8) = (i/ħ) δ[V_H(5)δ(5,6) + Σ(5,6)]/δG(7,8).

Here a product of four-point functions means

(AB)(1,2;3,4) = ∫d5 d6 A(1,2;5,6) B(5,6;3,4),

and the unit operator is δ(1,3)δ(2,4).

The Hartree part of Ξ can be evaluated without approximation. The potential V_H(5) depends on G through −iħ∫d7 v(5,7)G(7,7⁺). Its derivative with respect to G(7,8) is −iħ v(5,7)δ(8,7⁺). The prefactor of Ξ turns this into (i/ħ)(−iħ)v = v. The Hartree part of the kernel is therefore

v̄(5,6;7,8) = δ(5,6) v(5,7) δ(7,8),

with the infinitesimal time order in each pair as stated above. The sign is positive and no factor is left over. The two delta functions have a physical meaning. The Hartree potential is produced by a density, which requires 7 = 8, and it acts as a local potential, which requires 5 = 6. The remainder of the kernel is

K(5,6;7,8) = (i/ħ) δΣ(5,6)/δG(7,8),

so that Ξ = v̄ + K. In general K does not join closed pairs, because Σ(5,6) depends on how an electron propagates between different points and not on the density alone.

With the kernel split in this way, equation (4) reads

L = L₀ + L₀ K L + L₀ v̄ L.

Move the term with K to the left:

(1 − L₀K) L = L₀ + L₀ v̄ L.

Suppose that 1 − L₀K has an inverse, and define

Lirr = (1 − L₀K)⁻¹ L₀.

Multiplying this definition by 1 − L₀K shows that it is equivalent to

Lirr = L₀ + L₀ K Lirr.  (5)

Multiplying the equation for L by the same inverse gives

L = Lirr + Lirr v̄ L.  (6)

Written with its arguments, and with the delta functions in v̄ carried out, this is

L(1,2;3,4) = Lirr(1,2;3,4) + ∫d5 d6 Lirr(1,2;5⁺,5) v(5,6) L(6,6⁺;3,4).  (7)

The outer pairs 1,2 and 3,4 remain open, while the pairs next to v are closed.

The function Lirr was introduced by algebra, but it is also a derivative. Define the total field

V(1,2) = U(1,2) + V_H(1)δ(1,2).

Dyson's equation becomes G⁻¹ = G₀⁻¹ − V − Σ, and its variation is δG = G(δV + δΣ)G. If V is treated as the controlled quantity, the steps that led to equation (4) can be repeated with δU replaced by δV and with no separate Hartree term. They give equation (5). Hence

Lirr(1,2;3,4) = −iħ δG(1,2)/δV(3,4).

This is the sense of the word irreducible here: the response contains no feedback through the Hartree field. The feedback can now be restored in one line. A source changes the total field by δV = δU + v̄(−iħδG), so that

−iħδG = Lirr [δU + v̄(−iħδG)].

Division by δU gives equation (6) again. The first term is the response to the applied field. The second is the response to the Coulomb potential of the charge that the applied field has displaced.

Repeated substitution of equation (6) into itself gives Lirr + Lirr v̄ Lirr + …, in which the induced potential acts once, twice and so on. This series need not converge. Equation (6) does not depend on its convergence: if 1 − Lirr v̄ has an inverse, then L = (1 − Lirr v̄)⁻¹Lirr.

Now let the field be an ordinary local potential V(3). This closes the second pair of Lirr. In equation (5) the second pair is a spectator, so it can be closed on both sides. For any function X with two arguments, L₀ acts as

(L₀X)(1,2) = −iħ ∫d4 d5 G(1,4) X(4,5) G(5,2).

The first term of equation (5) contains X(4,5) = δ(4,5)δ(4,3), which is the local potential itself. The second contains X = K Lirr. Both terms have a G on the left and a G on the right, so that

Lirr(1,2;3⁺,3) = −iħ ∫d4 d5 G(1,4) Γ(4,5;3) G(5,2),  (8)

where

Γ(4,5;3) = δ(4,5)δ(4,3) + ∫d6 d7 K(4,5;6,7) Lirr(6,7;3⁺,3).

The contraction of Lirr on one side thus gives GΓG, not Γ. The two outer Green functions must be removed, which is possible because G has the inverse (1).

To obtain a closed equation for Γ, insert equation (8) into its last term. The factor i/ħ in K meets the factor −iħ in equation (8), and their product is one:

Γ(1,2;3) = δ(1,2)δ(1,3) + ∫d4 d5 d6 d7 [δΣ(1,2)/δG(4,5)] G(4,6) Γ(6,7;3) G(7,5).  (9)

This is Hedin's vertex equation. The same function can be defined as Γ(1,2;3) = −δG⁻¹(1,2)/δV(3). With this definition, δG = −G(δG⁻¹)G gives δG/δV = GΓG, in agreement with equation (8). The derivative of G⁻¹ = G₀⁻¹ − V − Σ gives the local term plus δΣ/δV, and the chain rule turns δΣ/δV into the integral in equation (9). The vertex is therefore the total field as a propagating electron experiences it: the potential itself, plus the change of exchange and correlation that the potential causes.

Closing the first pair as well gives a change of density per unit total potential:

P(1,2) = Lirr(1,1⁺;2⁺,2) = −iħ ∫d3 d4 G(1,3) Γ(3,4;2) G(4,1⁺) = δn(1)/δV(2).  (10)

This is the irreducible polarizability of Hedin's equations. The units agree. G has the unit 1/(J s m³), so ħGG has the unit 1/(J s m⁶), which is a density divided by an energy, a volume and a time, as the functional derivative requires. If Γ is replaced by its local first term, equation (10) reduces to the bubble

P₀(1,2) = −iħ G(1,2) G(2,1⁺).

Finally, close both outer pairs in equation (7):

χ(1,2) = P(1,2) + ∫d3 d4 P(1,3) v(3,4) χ(4,2).  (11)

This equation contains functions of two arguments alone, because v passes on nothing but densities and local potentials. The equation for Lirr does not simplify in this way. Even if only P is wanted, the kernel K generally couples closed pairs to open ones, and the first pair must stay open until equation (5) or equation (9) has been solved. The vertex equation is the smaller of these two problems, since one of its pairs is already closed.

The two inverses used above can fail for different reasons. If 1 − L₀K is singular, a change of G can sustain itself while the total field is held fixed. If 1 − Lirr v̄ is singular, a displaced charge can sustain itself through its own Hartree field without an applied potential. At a real frequency the latter is the condition for a free oscillation of the density, and it appears as a pole of the response.

The response to the applied field now follows from the response to the total field through the bare interaction alone, and contracting the latter gives Hedin's vertex and polarizability. It remains to see what the kernel K contains in the GW approximation, and to test these relations on small two-site models, one of them exactly solvable.
